# The Keldysh screening length of a polarizable sheet in vacuum: a program that tests the result

```python
"""Screening length of a thin polarizable sheet (Gaussian units).

Result under test: a sheet with in-plane polarizability alpha (a length),
in vacuum, divides the bare in-plane potential at wavenumber q by
1 + q*r0, where r0 = 2*pi*alpha.
With a dielectric eps on one side the length is 2*pi*alpha/kappa,
kappa = (1 + eps)/2.
In real space a unit charge has the potential
V(r) = integral_0^inf exp(-s)/sqrt(r^2 + s^2 r0^2) ds.
Lengths are in angstrom, wavenumbers in 1/angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.special import j0, jn_zeros


def potential_at_centre(q, alpha, thickness=0.0, eps_below=1.0, h=0.1):
    """Finite-difference Poisson solution for a unit charge wave at z = 0.

    The induced charge density is -alpha*q^2*profile(z)*phi(z), where the
    profile has unit integral and the given thickness (zero: one grid point).
    """
    half = int(np.ceil(15.0 / (q * h)))
    n = 2 * half + 1
    profile = np.zeros(n)
    m = int(round(thickness / (2 * h)))
    profile[half - m:half + m + 1] = 1.0
    if m > 0:
        profile[half - m] = profile[half + m] = 0.5
    profile /= profile.sum() * h
    eps_link = np.ones(n + 1)
    eps_link[:half + 1] = eps_below
    left, right = eps_link[:-1], eps_link[1:]
    bands = np.zeros((2, n))
    bands[1] = ((left + right) / h**2 + q**2 * (left + right) / 2
                + 4 * np.pi * alpha * q**2 * profile)
    bands[0, 1:] = -eps_link[1:-1] / h**2
    source = np.zeros(n)
    source[half] = 4 * np.pi / h
    return solveh_banded(bands, source)[half]


def measured_length(q, alpha, **setting):
    """Length L defined by bare/screened = 1 + q*L, from two solutions."""
    eps_below = setting.get("eps_below", 1.0)
    bare = potential_at_centre(q, 0.0, eps_below=eps_below)
    return (bare / potential_at_centre(q, alpha, **setting) - 1) / q


def potential_line(r, r0):
    """Real-space potential of a unit charge from the smooth integral."""
    def f(s):
        return np.exp(-s) / np.hypot(r, s * r0)
    return (quad(f, 0, 1, epsabs=1e-13, limit=200)[0]
            + quad(f, 1, np.inf, epsabs=1e-13, limit=200)[0])


def potential_bessel(r, r0):
    """Same potential by direct quadrature of the oscillating integral.

    Integrates between zeros of J0; repeated averaging of the alternating
    partial sums accelerates convergence.
    """
    edges = np.concatenate(([0.0], jn_zeros(0, 50)))
    pieces = [quad(lambda t: j0(t) / (1 + t * r0 / r), a, b,
                   epsabs=1e-13)[0] for a, b in zip(edges[:-1], edges[1:])]
    sums = np.cumsum(pieces)[-30:]
    while len(sums) > 1:
        sums = (sums[1:] + sums[:-1]) / 2
    return sums[0] / r


alpha = 6.6
r0 = 2 * np.pi * alpha
r0_low, r0_high = 2 * np.pi * 6.55, 2 * np.pi * 6.65

# Bare potential and screening length from the Poisson solution.
# Tolerance: the grid error is of relative order (q*h)^2.
q_sheet = [0.005, 0.02, 0.1]
sheet_lengths = [measured_length(q, alpha) for q in q_sheet]
for q, length in zip(q_sheet, sheet_lengths):
    bare = potential_at_centre(q, 0.0)
    assert abs(bare * q / (2 * np.pi) - 1) < 1e-4
    assert abs(length / r0 - 1) < 1e-4

# At q = 1/r0 the sheet halves the potential.
half_ratio = (potential_at_centre(1 / r0, alpha)
              / potential_at_centre(1 / r0, 0.0))
assert abs(half_ratio - 0.5) < 1e-4

# The SI polarizability gives the same length.
alpha_si = 4 * np.pi * const.epsilon_0 * alpha * const.angstrom
r0_si = alpha_si / (2 * const.epsilon_0) / const.angstrom
assert abs(sheet_lengths[0] / r0_si - 1) < 1e-4

# A dielectric on one side shortens the length.
eps_side = 4.0
kappa = (1 + eps_side) / 2
length_side = measured_length(0.02, alpha, eps_below=eps_side)
assert abs(length_side / (r0 / kappa) - 1) < 1e-4

# Finite thickness: r0 is recovered only when q*thickness is small.
thickness = 6.0
q_thick = [0.001, 0.01, 0.1]
thick_lengths = [measured_length(q, alpha, thickness=thickness)
                 for q in q_thick]
errors = [abs(length / r0 - 1) for length in thick_lengths]
assert errors[0] < 0.01 and errors[0] < errors[1] < errors[2]
assert errors[2] > 0.1

# Real-space potential against the oscillating integral, and its limits.
for r in [10.0, r0, 400.0]:
    assert abs(potential_line(r, r0) / potential_bessel(r, r0) - 1) < 1e-6
near = 0.01 * r0
near_log = (np.log(2 * r0 / near) - np.euler_gamma) / r0
assert abs(potential_line(near, r0) / near_log - 1) < 0.005
far = 20 * r0
assert abs(far * potential_line(far, r0) - (1 - (r0 / far)**2)) < 1e-4

e2 = const.e / (4 * np.pi * const.epsilon_0) / const.angstrom
print(f"Sheet polarizability alpha = {alpha:.1f} angstrom")
print(f"Screening length r0 in vacuum = {r0:.2f} angstrom")
print(f"r0 in vacuum = {r0 / 10:.3f} nm")
print(f"r0 for alpha = 6.55 angstrom: {r0_low:.2f} angstrom")
print(f"r0 for alpha = 6.65 angstrom: {r0_high:.2f} angstrom")
print(f"SI sheet polarizability = {alpha_si:.3e} F")
print(f"r0 from SI polarizability = {r0_si:.2f} angstrom")
for q, length in zip(q_sheet, sheet_lengths):
    print(f"Poisson solution, q = {q:.3f} 1/angstrom: "
          f"length = {length:.2f} angstrom")
print(f"Crossover wavenumber 1/r0 = {1 / r0:.4f} 1/angstrom")
print(f"Screened/bare potential at q = 1/r0: {half_ratio:.3f} (no unit)")
print(f"Dielectric constant on one side = {eps_side:.1f} (no unit)")
print(f"Mean dielectric constant kappa = {kappa:.1f} (no unit)")
print(f"Length beside dielectric, formula = {r0 / kappa:.2f} angstrom")
print(f"Length beside dielectric, Poisson = {length_side:.2f} angstrom")
print(f"Thickness of the thick layer = {thickness:.1f} angstrom")
for q, length in zip(q_thick, thick_lengths):
    print(f"Thick layer, q = {q:.3f} 1/angstrom: "
          f"apparent length = {length:.2f} angstrom")
print(f"Squared elementary charge e^2 = {e2:.3f} eV angstrom")
for r in [10.0, r0, 400.0]:
    screened = potential_line(r, r0)
    print(f"r = {r:.2f} angstrom: bare e^2/r = {e2 / r:.4f} eV, "
          f"screened = {e2 * screened:.4f} eV, ratio = {r * screened:.3f}")
print("OK")
```

Printed output:

```
Sheet polarizability alpha = 6.6 angstrom
Screening length r0 in vacuum = 41.47 angstrom
r0 in vacuum = 4.147 nm
r0 for alpha = 6.55 angstrom: 41.15 angstrom
r0 for alpha = 6.65 angstrom: 41.78 angstrom
SI sheet polarizability = 7.343e-20 F
r0 from SI polarizability = 41.47 angstrom
Poisson solution, q = 0.005 1/angstrom: length = 41.47 angstrom
Poisson solution, q = 0.020 1/angstrom: length = 41.47 angstrom
Poisson solution, q = 0.100 1/angstrom: length = 41.47 angstrom
Crossover wavenumber 1/r0 = 0.0241 1/angstrom
Screened/bare potential at q = 1/r0: 0.500 (no unit)
Dielectric constant on one side = 4.0 (no unit)
Mean dielectric constant kappa = 2.5 (no unit)
Length beside dielectric, formula = 16.59 angstrom
Length beside dielectric, Poisson = 16.59 angstrom
Thickness of the thick layer = 6.0 angstrom
Thick layer, q = 0.001 1/angstrom: apparent length = 41.34 angstrom
Thick layer, q = 0.010 1/angstrom: apparent length = 40.09 angstrom
Thick layer, q = 0.100 1/angstrom: apparent length = 24.26 angstrom
Squared elementary charge e^2 = 14.400 eV angstrom
r = 10.00 angstrom: bare e^2/r = 1.4400 eV, screened = 0.6046 eV, ratio = 0.420
r = 41.47 angstrom: bare e^2/r = 0.3472 eV, screened = 0.2620 eV, ratio = 0.755
r = 400.00 angstrom: bare e^2/r = 0.0360 eV, screened = 0.0356 eV, ratio = 0.990
OK
```
